# How large is spin-orbit coupling, and how does it scale with Z?: verification in Python

```python
"""
Result under test (atomic units): the spin-orbit constant
    zeta = (alpha^2/2) <(1/r) dV/dr>
is approximately alpha^2 Z^2 (dE/dn) / (2 L), L = l (l+1/2) (l+1).
Hydrogen-like ions: dE/dn = Z^2/n^3, so zeta grows as Z^4.
Neutral-atom valence electrons: dE/dn is about 1/nu^3, so roughly Z^2.
Z: nuclear charge; n, l: quantum numbers; E = -1/(2 nu^2): level energy;
nu: effective quantum number; alpha: fine-structure constant.
Neutral atoms use the Thomas-Fermi potential with the Fermi-Amaldi
factor, V = -[1 + (Z-1) phi]/r. The Latter potential, -max(Z phi, 1)/r,
has a kink and serves only to show the effect of partial reflection.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import jv

ALPHA = const.fine_structure
HARTREE = const.value("Hartree energy in eV")
BOHR = const.value("Bohr radius") * 1e10          # angstrom
TF_LENGTH = (9 * np.pi**2 / 128) ** (1 / 3)


def angular(l):
    return l * (l + 0.5) * (l + 1)


# ---- Thomas-Fermi function phi(x), integrated in t = sqrt(x) ----
def tf_rhs(t, y):
    return [2 * t * y[1], 2 * max(y[0], 0.0) ** 1.5]


def hits_zero(t, y):
    return y[0]


def turns_up(t, y):
    return y[1]


hits_zero.terminal = True
turns_up.terminal = True
TOL = dict(method="DOP853", rtol=1e-13, atol=1e-15)
steep, shallow = -1.7, -1.5
for _ in range(52):
    slope = 0.5 * (steep + shallow)
    trial = solve_ivp(tf_rhs, (0, 40), [1.0, slope],
                      events=[hits_zero, turns_up], **TOL)
    if trial.t_events[0].size:
        steep = slope
    else:
        shallow = slope
X_JOIN = 40.0      # beyond this x, a power law with equal value and slope
tf = solve_ivp(tf_rhs, (0, np.sqrt(X_JOIN)), [1.0, slope],
               dense_output=True, **TOL).sol
phi_join, dphi_join = tf(np.sqrt(X_JOIN))
tail_power = -X_JOIN * dphi_join / phi_join
assert phi_join > 0 and 2 < tail_power < 3     # approach to x^-3 decay


def charges(r, Z, kinked=False):
    """Return -r V(r) and r^2 dV/dr for the neutral atom."""
    r = np.atleast_1d(r)
    x = r * Z ** (1 / 3) / TF_LENGTH
    phi, dphi = tf(np.sqrt(np.minimum(x, X_JOIN)))
    far = x > X_JOIN
    tail = phi_join * (X_JOIN / np.maximum(x, X_JOIN)) ** tail_power
    phi = np.where(far, tail, phi)
    x_dphi = np.where(far, -tail_power * tail, x * dphi)
    if kinked:
        inside = Z * phi > 1.0
        return (np.where(inside, Z * phi, 1.0),
                np.where(inside, Z * (phi - x_dphi), 1.0))
    return 1 + (Z - 1) * phi, 1 + (Z - 1) * (phi - x_dphi)


# ---- radial Schroedinger equation on a grid uniform in s = sqrt(r) ----
def make_grid(s_max, points=4000):
    return s_max / (points + 1) * np.arange(1, points + 1)


def levels(s, potential, l, count):
    """Lowest energies and the probabilities on the grid points."""
    h = s[0]
    barrier = (2 * l + 0.5) * (2 * l + 1.5) / (2 * s**2)
    diagonal = (1 / h**2 + barrier) / (4 * s**2) + potential
    off = -1 / (8 * h**2 * s[:-1] * s[1:])
    energy, vec = eigh_tridiagonal(diagonal, off, select="i",
                                   select_range=(0, count - 1))
    return energy, vec**2 / np.sum(vec**2, axis=0)


def exponent(y1, y2, z1, z2):
    return np.log(y2 / y1) / np.log(z2 / z1)


# ---- inner Bessel integral against its closed form ----
# The range ends at x = 1000, where the tail is about 1/(3 pi x^3).
for l in (1, 2, 3):
    value = sum(quad(lambda x: jv(2 * l + 1, x) ** 2 / x**3, a, b,
                     limit=2000, epsabs=1e-11, epsrel=1e-9)[0]
                for a, b in ((0, 20), (20, 150), (150, 1000)))
    assert abs(value * 32 * angular(l) - 1) < 1e-5

# ---- hydrogen-like ions: expectation value from diagonalization ----
s_ion = make_grid(3.0)
r_ion = s_ion**2


def ion_zeta(Z, n, l):
    prob = levels(s_ion, -Z / r_ion, l, n - l)[1][:, -1]
    return 0.5 * ALPHA**2 * Z * np.sum(prob / r_ion**3)


for Z, n, l in ((20, 2, 1), (40, 3, 1), (30, 4, 2), (81, 2, 1)):
    formula = ALPHA**2 * Z**4 / (2 * n**3 * angular(l))
    assert abs(ion_zeta(Z, n, l) / formula - 1) < 2e-3   # grid error


# ---- Dirac doublet tests the prefactor alpha^2/2 ----
def dirac_energy(Z, n, k):
    g = np.sqrt(k**2 - (Z * ALPHA) ** 2)
    return ((1 + (Z * ALPHA / (n - k + g)) ** 2) ** -0.5 - 1) / ALPHA**2


def dirac_ratio(Z):
    gap = dirac_energy(Z, 2, 2) - dirac_energy(Z, 2, 1)
    return gap / (1.5 * ALPHA**2 * Z**4 / (16 * angular(1)))


assert abs(dirac_ratio(5) - 1) < 5e-3     # remainder of order (Z alpha)^2

# ---- neutral atoms, p electrons ----
s = make_grid(10.0)
r = s**2
L1 = angular(1)


def half_period(Z, E):
    """Classical integral of dr/p between the turning points."""
    def p2(q):
        return (2 * (E + charges(q**2, Z)[0] / q**2) - 2.25 / q**4)
    allowed = np.where(p2(s) > 0)[0]
    first, last = allowed[0], allowed[-1]
    root = lambda q: float(p2(q)[0])
    a = brentq(root, s[first - 1], s[first], xtol=1e-13)
    b = brentq(root, s[last], s[last + 1], xtol=1e-13)
    m = 4000
    theta = (np.arange(m) + 0.5) * np.pi / m - np.pi / 2
    q = 0.5 * (a + b) + 0.5 * (b - a) * np.sin(theta)
    weight = 2 * q * 0.5 * (b - a) * np.cos(theta)
    return np.sum(weight / np.sqrt(p2(q))) * np.pi / m


def series_spacing(E, i):
    """Level spacing dE/dn at index i from the neighbouring levels."""
    nu = 1 / np.sqrt(-2 * E)
    return (nu[i + 1] - nu[i - 1]) / 2 / nu[i] ** 3


def normalization(E, prob, i, Z):
    """<r^-3> divided by its semiclassical value."""
    return np.sum(prob[:, i] / r**3) * L1 / (Z * series_spacing(E, i))


bessel_inner = quad(lambda q: q * jv(3, np.sqrt(8 * q)) ** 2, 0, 2)[0]
atoms = (("Al", 13, 3), ("Ga", 31, 4), ("In", 49, 5), ("Tl", 81, 6))
data = {}
for name, Z, n in atoms:
    pot_charge, force_charge = charges(r, Z)
    E, prob = levels(s, -pot_charge / r, 1, n + 2)
    kink_E, kink_prob = levels(s, -charges(r, Z, True)[0] / r, 1, n + 2)
    nu = 1 / np.sqrt(-2 * E)
    v = n - 2                               # index of the valence level
    e = v + 2                               # a higher level of the series
    local = 0.5 * ALPHA**2 * force_charge / r**3
    spacing = series_spacing(E, e)
    inv_r3 = np.sum(prob[:, e] / r**3)
    share = np.cumsum(prob[:, v] * local)
    data[name] = dict(
        Z=Z, n=n, E=E[v], nu=nu[v], zeta=share[-1],
        estimate=ALPHA**2 * Z**2 / (2 * L1 * nu[v] ** 3),
        core=np.sum(prob[:, 0] * local), ion=ion_zeta(Z, 2, 1),
        spacing=spacing, period=np.pi / half_period(Z, E[e]),
        norm=normalization(E, prob, e, Z),
        kink_norm=normalization(kink_E, kink_prob, e, Z),
        force=np.sum(prob[:, e] * force_charge / r**3) / (Z * inv_r3),
        inner=np.sum(prob[r < 2 / Z, e]),
        inner_bessel=2 * spacing * bessel_inner / Z**2,
        r_half=r[np.searchsorted(share, 0.5 * share[-1])],
        r_mean=np.sum(prob[:, v] * r))

al, ga, tl = data["Al"], data["Ga"], data["Tl"]
exp_valence = exponent(al["zeta"], tl["zeta"], 13, 81)
exp_heavy = exponent(ga["zeta"], tl["zeta"], 31, 81)
exp_core = exponent(ga["core"], tl["core"], 31, 81)
exp_ion = exponent(al["ion"], tl["ion"], 13, 81)
exp_inner = exponent(ga["inner"] / ga["spacing"],
                     tl["inner"] / tl["spacing"], 31, 81)

print("Inputs and general results")
print(f"fine-structure constant = {ALPHA:.7f} (no unit)")
print(f"1 hartree = {HARTREE:.4f} eV; 1 bohr = {BOHR:.5f} angstrom")
print(f"Thomas-Fermi initial slope = {slope:.5f} (no unit)")
print("Valence p level: energy (eV), nu (no unit)")
for name, d in data.items():
    print(f"  {name} Z={d['Z']} {d['n']}p: {d['E']*HARTREE:.3f}, {d['nu']:.3f}")
print("Valence zeta (eV): definition, estimate; ratio (no unit)")
for name, d in data.items():
    print(f"  {name}: {d['zeta']*HARTREE:.5f}, {d['estimate']*HARTREE:.5f};"
          f" {d['zeta']/d['estimate']:.3f}")
print("2p zeta (eV): neutral-atom core, hydrogen-like ion")
for name, d in data.items():
    print(f"  {name}: {d['core']*HARTREE:.4g}, {d['ion']*HARTREE:.4g}")
print("Exponents of Z (no unit)")
print(f"  valence p, Al to Tl: {exp_valence:.2f}")
print(f"  valence p, Ga to Tl: {exp_heavy:.2f}")
print(f"  core 2p, Ga to Tl: {exp_core:.2f}")
print(f"  hydrogen-like 2p, Z=13 to 81: {exp_ion:.3f}")
print("Higher level (n+2)p: dE/dn (eV) from levels, from period")
for name, d in data.items():
    print(f"  {name} {d['n']+2}p: {d['spacing']*HARTREE:.4f},"
          f" {d['period']*HARTREE:.4f}")
print("Same level, <r^-3>/semiclassical: smooth, kinked; force screening")
for name, d in data.items():
    print(f"  {name}: {d['norm']:.3f}, {d['kink_norm']:.3f};"
          f" {d['force']:.3f} (no unit)")
print("Same level: probability inside 2 bohr/Z, Bessel value (no unit)")
for name, d in data.items():
    print(f"  {name}: {d['inner']:.3e}, {d['inner_bessel']:.3e}")
print(f"Exponent of probability/(dE/dn), Ga to Tl: {exp_inner:.2f}")
print(f"Tl 6p: half of zeta arises inside {tl['r_half']*BOHR:.4f} angstrom")
print(f"Tl 6p: mean radius = {tl['r_mean']*BOHR:.3f} angstrom")
print(f"Dirac 2p doublet / Z^4 law at Z=5: {dirac_ratio(5):.4f}")
print(f"Dirac 2p doublet / Z^4 law at Z=81: {dirac_ratio(81):.3f}")

# ---- tests on the neutral atoms ----
assert abs(exp_ion - 4) < 0.01
assert 1.5 < exp_valence < 3.0            # rough law, screening included
assert 3.7 < exp_core < 4.8               # core electrons keep the fourth power
for d in data.values():
    assert 0.4 < d["zeta"] / d["estimate"] < 2.0      # estimate, factor of two
    assert abs(d["period"] / d["spacing"] - 1) < 0.08  # semiclassical error
assert abs(tl["norm"] - 1) < 0.15
smooth_error = max(abs(d["norm"] - 1) for d in data.values())
kinked_error = max(abs(d["kink_norm"] - 1) for d in data.values())
assert smooth_error < kinked_error        # the kink spoils the normalization
assert abs(tl["inner"] / tl["inner_bessel"] - 1) < 0.3
assert abs(exp_inner + 2) < 0.4
screening = [d["force"] for d in data.values()]
assert all(np.diff(screening) > 0) and screening[-1] < 1
assert tl["r_half"] < 0.1 * tl["r_mean"]
print("verified")
```

Running it gives:

```
Inputs and general results
fine-structure constant = 0.0072974 (no unit)
1 hartree = 27.2114 eV; 1 bohr = 0.52918 angstrom
Thomas-Fermi initial slope = -1.58807 (no unit)
Valence p level: energy (eV), nu (no unit)
  Al Z=13 3p: -8.280, 1.282
  Ga Z=31 4p: -14.034, 0.985
  In Z=49 5p: -9.918, 1.171
  Tl Z=81 6p: -11.956, 1.067
Valence zeta (eV): definition, estimate; ratio (no unit)
  Al: 0.01897, 0.01938; 0.979
  Ga: 0.23891, 0.24313; 0.983
  In: 0.40378, 0.36090; 1.119
  Tl: 1.41713, 1.30523; 1.086
2p zeta (eV): neutral-atom core, hydrogen-like ion
  Al: 0.292, 0.8622
  Ga: 16.94, 27.88
  In: 125.4, 174
  Tl: 1057, 1300
Exponents of Z (no unit)
  valence p, Al to Tl: 2.36
  valence p, Ga to Tl: 1.85
  core 2p, Ga to Tl: 4.30
  hydrogen-like 2p, Z=13 to 81: 4.000
Higher level (n+2)p: dE/dn (eV) from levels, from period
  Al 5p: 0.6614, 0.6581
  Ga 6p: 0.8179, 0.8107
  In 7p: 0.6891, 0.6843
  Tl 8p: 0.7416, 0.7353
Same level, <r^-3>/semiclassical: smooth, kinked; force screening
  Al: 0.930, 0.613; 0.857 (no unit)
  Ga: 0.955, 1.392; 0.926 (no unit)
  In: 0.970, 1.000; 0.949 (no unit)
  Tl: 0.972, 1.360; 0.966 (no unit)
Same level: probability inside 2 bohr/Z, Bessel value (no unit)
  Al: 4.998e-05, 6.887e-05
  Ga: 1.254e-05, 1.498e-05
  In: 4.361e-06, 5.051e-06
  Tl: 1.749e-06, 1.989e-06
Exponent of probability/(dE/dn), Ga to Tl: -1.95
Tl 6p: half of zeta arises inside 0.0096 angstrom
Tl 6p: mean radius = 1.414 angstrom
Dirac 2p doublet / Z^4 law at Z=5: 1.0008
Dirac 2p doublet / Z^4 law at Z=81: 1.286
verified
```
